# The extended Koopmans theorem: eigenproblem, upper bounds and two-electron exactness

**Q.** Koopmans' theorem reads ionisation energies from Hartree–Fock orbital energies. A correlated state has no orbital energies. What is left to diagonalise?

**A.** Ask what removing one electron can produce. Let $|\Psi\rangle$ be a normalised $N$-electron eigenstate, $H|\Psi\rangle=E|\Psi\rangle$, in a finite orthonormal set of spin-orbitals, so this is full CI in that basis. Let $a_i$ remove an electron from spin-orbital $i$. As a trial state for the ion take

$$|\Phi\rangle=\sum_i c_i\,a_i|\Psi\rangle .$$

Its norm is

$$\langle\Phi|\Phi\rangle=\sum_{ji}c_j^*\gamma_{ji}c_i,\qquad \gamma_{ji}=\langle\Psi|a_j^\dagger a_i|\Psi\rangle ,$$

because the states $a_i|\Psi\rangle$ are not orthonormal. Their overlap matrix is the one-body reduced density matrix (1-RDM), which therefore acts as a metric.

**Q.** The energy of $|\Phi\rangle$ contains $\langle a_j^\dagger H a_i\rangle$. With a two-body $H$, that looks like a three-body density matrix.

**A.** The eigenvalue equation removes the three-body part. Since $E\,a_i|\Psi\rangle=a_iH|\Psi\rangle$,

$$(H-E)\,a_i|\Psi\rangle=(Ha_i-a_iH)|\Psi\rangle=-[a_i,H]\,|\Psi\rangle .$$

Define $\lambda_{ji}=\langle\Psi|a_j^\dagger[a_i,H]|\Psi\rangle$. Then

$$\langle\Psi|a_j^\dagger(H-E)a_i|\Psi\rangle=-\lambda_{ji}. \tag{1}$$

The left side is a Hermitian matrix, so $\lambda$ is Hermitian for an eigenstate. To evaluate the commutator, write

$$H=\sum_{pq}h_{pq}a_p^\dagger a_q+\tfrac12\sum_{pqrs}\langle pq|rs\rangle a_p^\dagger a_q^\dagger a_sa_r ,$$

where electron 1 occupies $p$ and $r$, and electron 2 occupies $q$ and $s$. From $a_ia_p^\dagger=\delta_{ip}-a_p^\dagger a_i$, the one-body part gives $[a_i,a_p^\dagger a_q]=\delta_{ip}a_q$. For the two-body part, move $a_i$ to the right:

$$a_ia_p^\dagger a_q^\dagger=\delta_{ip}a_q^\dagger-\delta_{iq}a_p^\dagger+a_p^\dagger a_q^\dagger a_i .$$

Passing $a_i$ through $a_sa_r$ costs two sign changes, hence none. The last term cancels in the commutator, leaving

$$\tfrac12\sum_{qrs}\langle iq|rs\rangle a_q^\dagger a_sa_r-\tfrac12\sum_{prs}\langle pi|rs\rangle a_p^\dagger a_sa_r .$$

In the second sum use $\langle pi|rs\rangle=\langle ip|sr\rangle$, exchange the names $r$ and $s$, and use $a_ra_s=-a_sa_r$. It becomes equal to the first sum. Therefore

$$\lambda_{ji}=\sum_q h_{iq}\gamma_{jq}+\sum_{qrs}\langle iq|rs\rangle\,\Gamma_{jqrs},\qquad \Gamma_{jqrs}=\langle a_j^\dagger a_q^\dagger a_sa_r\rangle. \tag{2}$$

One- and two-body density matrices suffice.

**Q.** Why call this a Lagrangian matrix? No constraint has appeared.

**A.** It appears if the orbitals are varied while $\gamma$ and $\Gamma$ are held fixed. Take real orbitals. The energy is

$$E=\sum_{pq}h_{pq}\gamma_{pq}+\tfrac12\sum_{pqrs}\langle pq|rs\rangle\Gamma_{pqrs}.$$

Replace $\phi_j$ by $\phi_j+t\phi_m$. The orbital $\phi_j$ can stand in two places in the first term and in four places in the second. By the symmetry of real integrals and density matrices, equivalent places contribute equally:

$$\frac{dE}{dt}\Big|_0=2\sum_qh_{mq}\gamma_{jq}+\tfrac12\cdot4\sum_{qrs}\langle mq|rs\rangle\Gamma_{jqrs}=2\lambda_{jm}.$$

Now subtract $\sum_{pq}\epsilon_{pq}(\langle\phi_p|\phi_q\rangle-\delta_{pq})$, with symmetric multipliers $\epsilon$, to enforce orthonormality. The same variation changes this sum at the rate $2\epsilon_{jm}$. Stationarity gives $\lambda_{jm}=\epsilon_{jm}$. A full-CI eigenstate is stationary in this sense because rotating the orbitals at fixed coefficients gives another state in the same CI space.

**Q.** Then state the eigenproblem, including what happens if the metric is singular.

**A.** By (1), the energy of the trial ion relative to $E$ is

$$I(c)=\frac{-\,c^\dagger\lambda c}{c^\dagger\gamma c}.$$

Multiply by the denominator and vary $c^\dagger$. At a stationary point $\delta I=0$, so

$$-\lambda c=I\,\gamma c. \tag{3}$$

This is the extended Koopmans theorem (EKT) equation. A positive $I$ is the energy needed to remove the electron.

If $\gamma c=0$, then $\sum_ic_ia_i|\Psi\rangle$ has zero norm and is the zero vector. By (1), $\lambda c=0$ as well, and (3) does not determine $I$. Such directions describe no ion and are removed.

In natural orbitals, $\gamma_{ji}=n_i\delta_{ji}$. For the directions with $n_i>0$, set $c_i=d_i/\sqrt{n_i}$ and divide row $j$ of (3) by $\sqrt{n_j}$:

$$\sum_iM_{ji}d_i=I\,d_j,\qquad M_{ji}=-\frac{\lambda_{ji}}{\sqrt{n_jn_i}}.$$

The diagonal element $-\lambda_{ii}/n_i$ is the energy cost of removing an electron from natural orbital $i$ alone. The off-diagonal elements let these removals mix.

**Q.** Does the ordinary theorem come back for a single determinant?

**A.** Yes, for a Hartree–Fock determinant, if (2) is used as the definition of $\lambda$. For occupied $j$, $\Gamma_{jqrs}=\delta_{jr}\delta_{qs}-\delta_{js}\delta_{qr}$ with $q$ occupied, and for occupied $i$

$$\lambda_{ji}=h_{ij}+\sum_{q\,\mathrm{occ}}\big(\langle iq|jq\rangle-\langle iq|qj\rangle\big)=F_{ij},$$

the Fock matrix. On the occupied space $\gamma$ is the unit matrix, so canonical orbitals give $I=-\varepsilon_i$. However, a Hartree–Fock determinant is in general not an eigenstate of $H$, which matters for any claim about bounds.

**Q.** You do claim bounds. A variational argument for the lowest root I accept, but why for the others?

**A.** A dimension count settles it. Let $\Phi_1,\Phi_2,\dots$ be the exact ion states in the same basis, with energies $E_1\le E_2\le\dots$. Let $\Theta_1,\dots,\Theta_k$ be the orthonormal ion states belonging to the lowest $k$ roots $I_1\le\dots\le I_k$. Some nonzero combination of these $k$ states is orthogonal to $\Phi_1,\dots,\Phi_{k-1}$, since that imposes only $k-1$ linear conditions. Normalise it.

Its energy is at least $E_k$, because it contains no lower exact state. It is also at most $E+I_k$, because $\langle\Theta_a|H|\Theta_b\rangle=(E+I_a)\delta_{ab}$. Hence

$$I_k\ \ge\ E_k-E. \tag{4}$$

The argument also holds within one symmetry sector. If $\Psi$ is a singlet, every $a_i|\Psi\rangle$ is a doublet, so the roots bound the doublet ion energies in order. For a singlet the two spin blocks of (3) are identical. I may therefore use the spin-summed matrices $D$ and $\Lambda$ over spatial orbitals: both sides of (3) double and the roots stay the same.

**Q.** Suppose $\Psi$ is a good approximation instead of an eigenstate. Surely the bound survives approximately?

**A.** The bound on the ion's energy survives if $\langle a_j^\dagger Ha_i\rangle$ is diagonalised directly with metric $\gamma$. The bound on the difference does not, because an approximate $N$-electron energy that is too high lowers the difference and can push it below the exact value.

Two electrons in the lowest eigenfunction of $h$, with energy $e_1$, show this. Removing one leaves the exact one-electron ground state. The occupied orbital satisfies $a_1^\dagger a_1|\Psi\rangle=|\Psi\rangle$ for either spin, so

$$-\lambda_{11}=\langle a_1^\dagger Ha_1\rangle-\langle a_1^\dagger a_1H\rangle=e_1-E_{\rm trial}.$$

If $E_{\rm trial}>E$, this lies below the exact value $e_1-E$.

For numbers, take a one-dimensional model in Hartree atomic units:

$$h=-\frac12\frac{d^2}{dx^2}-\frac{2.5}{\sqrt{(x+1)^2+1}}-\frac{1.5}{\sqrt{(x-1)^2+1}},$$

with repulsion $1/\sqrt{(x-x')^2+1}$. The basis is the five lowest harmonic-oscillator functions of frequency 0.7, centred at $x=0$. Here $e_1=-2.6960$ and $E_{\rm trial}=-4.6427$, so the root is $1.9468$ hartree. The full-CI energy is $E=-4.6721$, so the exact value in this basis is $1.9761$. The root is too low by $0.0294$ hartree, which is the error of $E_{\rm trial}$. The matrix $\Lambda$ also loses its symmetry, with a largest element of $\Lambda-\Lambda^T$ of 0.127 hartree in the oscillator basis (the value depends on the orbital basis).

The same caution applies to the basis. Inequality (4) compares two energies in one finite basis; it does not bound the complete-basis ionisation energy.

**Q.** For two electrons you promise exactness. The ion then has one electron, but why should removing an electron from a correlated pair generate its eigenstates?

**A.** Because correlation can spread the pair over every orbital of the basis; whether it does is a condition that appears below. Write a real singlet as

$$|\Psi\rangle=\sum_{pq}C_{pq}\,a_{p\alpha}^\dagger a_{q\beta}^\dagger|0\rangle,\qquad C=C^T .$$

Remove a $\beta$ electron. Passing $a_{i\beta}$ through $a_{p\alpha}^\dagger$ gives a minus sign:

$$a_{i\beta}|\Psi\rangle=-\sum_pC_{pi}\,a_{p\alpha}^\dagger|0\rangle .$$

The sign cancels in every matrix element. The $\beta$ part of the 1-RDM is $\sum_pC_{pj}C_{pi}=(CC^T)_{ji}$, using the symmetry of $C$, and the $\alpha$ part is the same. On one-electron states $H$ acts as $h$, since nothing is left to repel. With (1),

$$D=2CC^T,\qquad -\Lambda=2C(h-E)C^T. \tag{5}$$

Insert this in (3) and set $y=C^Tc$:

$$2C(h-E)y=2I\,Cy .$$

If $C$ is invertible, multiply by $\tfrac12C^{-1}$:

$$(h-E)y=Iy,\qquad I_k=e_k-E .$$

Every ionisation energy in the basis is exact, including those that leave the ion excited. The electron repulsion enters through $E$ alone.

**Q.** "If $C$ is invertible" carries a lot of weight. When is it?

**A.** The natural occupations are the eigenvalues of $2CC^T$, so $C$ is invertible if and only if none of them vanishes. Without repulsion, the closed-shell ground state $E=2e_1$ has one occupied spatial orbital. Then $C$ has rank one and the single root is $e_1-2e_1=-e_1$. It is exact, but the other levels are absent.

More generally, for singular $C$ the vector $y$ is confined to the range of $C^T$. If an eigenvector of $h$ lies in that range, it solves the equation and its root is exact. All $K$ levels of $K$ spatial orbitals require $K$ roots, and hence no empty natural orbital.

In the model the singlet occupations are $1.977$, $0.0224$, $9.1\times10^{-4}$, $3.1\times10^{-5}$ and $2.0\times10^{-6}$. The last is small but not zero. The comparison is:

| $k$ | $e_k$ (hartree) | $e_k-E$ (hartree) | EKT root (hartree) |
|---|---:|---:|---:|
| 1 | −2.6960 | 1.9761 | 1.9761 |
| 2 | −2.0119 | 2.6602 | 2.6602 |
| 3 | −1.3671 | 3.3051 | 3.3051 |
| 4 | −0.7849 | 3.8872 | 3.8872 |
| 5 | −0.2655 | 4.4066 | 4.4066 |

The largest deviation is $2.6\times10^{-13}$ hartree. The lowest ionisation energy is 53.77 eV in this basis (53.83 eV with 8 to 20 oscillator functions). Removing an electron from the first natural orbital alone would cost $1.9848$ hartree; mixing in the weakly occupied orbitals lowers this to the exact $1.9761$. Small occupations cannot be discarded just because they are small.

**Q.** Can you show me a two-electron full-CI state for which the condition fails?

**A.** A triplet in an odd number of spatial orbitals. With both spins up,

$$|\Psi\rangle=\tfrac12\sum_{pq}A_{pq}a_p^\dagger a_q^\dagger|0\rangle,\qquad A^T=-A .$$

Removing an electron gives two terms, which the antisymmetry combines:

$$a_i|\Psi\rangle=\tfrac12\sum_qA_{iq}a_q^\dagger|0\rangle-\tfrac12\sum_pA_{pi}a_p^\dagger|0\rangle=\sum_qA_{iq}a_q^\dagger|0\rangle .$$

So $\gamma=AA^T$ and $-\lambda=A(h-E)A^T$ for real $A$. But

$$\det A=\det A^T=\det(-A)=(-1)^K\det A,$$

which forces $\det A=0$ for odd $K$. At least one natural orbital is empty. The nonzero eigenvalues of a real antisymmetric matrix come in pairs $\pm i\mu$, so those of $AA^T=-A^2$ are $\mu^2$, each twice.

The model has $K=5$ and shows this pattern: occupations $0.9995$ twice, $5.0\times10^{-4}$ twice, and zero to rounding. Four roots remain:

| $k$ | $e_k-E$ (hartree) | EKT root (hartree) |
|---|---:|---:|
| 1 | 1.5350 | 1.5356 |
| 2 | 2.2191 | 2.2194 |
| 3 | 2.8639 | 3.0094 |
| 4 | 3.4461 | 3.4632 |
| 5 | 3.9655 | absent |

Each root lies above its exact partner, as (4) requires, and below the next exact value. The second fact is another dimension count. The EKT states $k$ to $K-1$ span $K-k$ dimensions, and the exact states 1 to $k+1$ span $k+1$. Together that is $K+1$, more than the $K$ available, so the two spaces share a vector. Its energy relative to $E$ is at least $I_k$ and at most $e_{k+1}-E$.

Spatial symmetry can empty an orbital in a singlet too. In a well symmetric about $x=0$, an odd-parity singlet has $C_{pq}\ne0$ only between an even and an odd function. With three even and two odd functions $C$ has rank at most four, so at least one root is missing.

**Q.** What changes with more electrons?

**A.** The ion space outgrows the span. For four electrons in the same model, the singlet supplies five states $a_i|\Psi\rangle$ of a given spin, while the ion has 40 doublet states for each spin projection. All five occupations are nonzero, the smallest being $6.0\times10^{-4}$, yet the roots are not exact:

| $k$ | Full CI, doublets (hartree) | EKT root (hartree) |
|---|---:|---:|
| 1 | 0.4012 | 0.4179 |
| 2 | 0.8800 | 0.9832 |
| 3 | 1.0300 | 1.0905 |
| 4 | 1.4905 | 1.7320 |
| 5 | 1.5029 | 2.2449 |

The table lists doublets only; the lowest quartet, at 1.3015 hartree, cannot be reached from a singlet by removing one electron. The bound pairs levels by order. It does not say that paired states have the same character: the fourth EKT state has weight 0.002 on the fourth doublet and 0.77 on the fifth.

**Q.** Can the excess of the first root be traced to the missing part of the ion state?

**A.** At least part of it can. Let $w$ be the weight of the exact ion ground state $\Phi_1$ inside the span. The lowest EKT state $\Theta_1$ lies in the span, so its squared overlap $p$ with $\Phi_1$ cannot exceed $w$. The rest of $\Theta_1$ has energy at least $E_2$:

$$E+I_1\ge pE_1+(1-p)E_2\ge E_1+(1-w)(E_2-E_1).$$

Here $1-w=0.01275$ and the first doublet gap is $0.4788$ hartree. The excess must therefore be at least $0.01275\times0.4788\approx0.0061$ hartree. The actual excess is $0.0167$ hartree: 11.37 eV from EKT against 10.92 eV from full CI. These numbers belong to the five-function basis and are not converged. With 8, 10 and 12 oscillator functions the excess falls to $0.0025$, $0.0007$ and $0.0003$ hartree, $1-w$ falls to $2.4\times10^{-4}$ at 12 functions, and the full-CI value rises to 12.13 eV.

**Q.** And ordinary Koopmans?

**A.** In the five-function basis it gives $0.4056$ hartree, closer to the full-CI value than EKT. The energies show why. For an occupied orbital $a_i^\dagger a_i|\Psi\rangle=|\Psi\rangle$, so, as in the two-electron example, $-\lambda_{ii}=\langle a_i^\dagger Ha_i\rangle-E_{\rm HF}$. The frozen Hartree–Fock ion therefore has energy $-6.0171+0.4056=-5.6115$, and the exact ion has $-6.0415+0.4012=-5.6403$. From the unrounded energies, the frozen ion is too high by $0.0289$ hartree. The neutral Hartree–Fock energy is too high by $-6.0171+6.0415=0.0244$. In the difference these errors largely cancel, leaving an error of $0.0044$ hartree (from the unrounded energies, $0.02885-0.02443$).

EKT describes the ion better, with an error of $0.0167$ instead of $0.0289$ hartree, but its neutral energy has no error in this basis to cancel against. Koopmans' smaller error here is a cancellation without a guaranteed sign; the EKT error cannot be negative. Which of the two is larger depends on the basis: with 10 and 12 oscillator functions the EKT errors are $0.0007$ and $0.0003$ hartree, against $0.0022$ and $0.0024$ for Koopmans. The numerical check checks the two-electron exactness, the triplet interlacing, the bound (4) and the lower bound on the first excess against separate diagonalisations of the ion; the Hartree–Fock error balance above is arithmetic on its printed energies.

## Calculated quantities

```
centre charges: 2.5 1.5 e
centre positions: -1.0 1.0 bohr
softening length: 1.0 bohr
oscillator frequency of basis: 0.7 hartree
spatial orbitals K: 5
one-electron energies e_k: -2.695964 -2.011938 -1.367059 -0.784869 -0.265512 hartree
-- two electrons, singlet --
energy E: -4.672110 hartree
natural occupations: 1.9766e+00 2.2442e-02 9.0709e-04 3.0724e-05 2.0482e-06
diagonal estimates -L_ii/n_i: 1.984820 2.683774 3.392996 3.958961 4.214657 hartree
EKT roots: 1.976146 2.660173 3.305051 3.887241 4.406598 hartree
exact e_k - E: 1.976146 2.660173 3.305051 3.887241 4.406598 hartree
largest deviation: 2.6e-13 hartree
ion ground-state weight outside span: 4.9e-33
lowest ionisation energy: 53.774 eV
-- two electrons, core-orbital determinant --
energy: -4.642739 hartree
EKT root (below exact): 1.946775 hartree
root minus exact: -0.029371 hartree
largest asymmetry of L: 0.1270 hartree
-- two electrons, triplet --
energy E: -4.230997 hartree
natural occupations: 9.9950e-01 9.9950e-01 5.0034e-04 5.0034e-04 -1.7744e-16
EKT roots: 1.535616 2.219447 3.009443 3.463212 hartree
exact e_k - E: 1.535032 2.219059 2.863937 3.446128 3.965484 hartree
excess of roots: 5.833e-04 3.882e-04 1.455e-01 1.708e-02 hartree
-- four electrons, singlet --
full-CI energy E: -6.041514 hartree
Hartree-Fock energy: -6.017088 hartree
natural occupations: 1.9950e+00 1.9729e+00 2.6790e-02 4.7565e-03 6.0013e-04
diagonal estimates -L_ii/n_i: 0.987346 0.424250 1.200864 1.727552 2.128548 hartree
Koopmans, Hartree-Fock: 0.405637 0.979932 hartree
EKT roots: 0.417883 0.983221 1.090501 1.732037 2.244918 hartree
exact, lowest doublet ions: 0.401210 0.880010 1.029998 1.490468 1.502866 hartree
excess of EKT roots: 1.667e-02 1.032e-01 6.050e-02 2.416e-01 7.421e-01 hartree
number of doublet ion states: 40
ion ground-state weight outside span: 1.275e-02
first doublet gap of ion: 0.478801 hartree
lower bound to first excess: 6.107e-03 hartree
largest asymmetry of L: 1.2e-15 hartree
orbital slope minus 2L, largest: 2.7e-08 hartree
lowest EKT ionisation energy: 11.371 eV
lowest exact ionisation energy: 10.917 eV
```
